Decay of terrace-width perturbations when steps are fed from below, part 2

Atoms land on a staircase of steps on a crystal surface. Do the terrace widths even out? Steps are numbered down the staircase and move toward +x. Terrace n lies below step n, at x_n, and has width l_n, with mean L and δ_n = l_n − L. F is the flux in monolayers (ML) per second, θ = Ft the deposit, D the adatom diffusion coefficient and c(z) the adatom coverage per site at distance z from the ascending step, where c(0) = 0.

If no atom passes the descending edge, at z = l_n, the quasi-static (stationary) coverage and the widths obey

c(z) = (F/D)(l_n z − z²/2). (5)

dl_n/dθ = dx_(n+1)/dθ − dx_n/dθ = l_(n+1) − l_n. (8)

l_n(θ) = Σ_(m≥0) P_m(θ) l_(n+m)(0), P_m(θ) = exp(−θ) θ^m/m!. (15)

A mode exp(iφn), with phase advance φ per step, then has the rate exp(iφ) − 1. If a fixed share p goes to the ascending step and 1 − p down to the next step, the widths and the mode's growth rate ω obey

dl_n/dθ = p(l_(n+1) − l_n) + (1 − p)(l_n − l_(n−1)). (22)

Re ω = −(2p − 1)(1 − cos φ), per ML. (23)

The Ag(111)-like example has N = 10 steps, L = 6.76 nm and F = 0.020 ML/s. For perfect blocking its slowest mode decays at 0.191 per ML, by a factor e in 5.24 ML, and the rms width deviation is 0.212 nm after 10 ML and 0.031 nm after 20 ML.

Now let the descending edge have a finite additional (Ehrlich–Schwoebel) barrier E. With equal attempt rates it lowers the hop rate by the factor s = exp(−E/kT). For row spacing b and terrace width l, the current over the edge is

J = D c(l)/ℓ, ℓ = b(1/s − 1) = b[exp(E/kT) − 1]. (25)

On the terrace D dc/dz = F(α − z), with α(ℓ + l) = ℓl + l²/2. The descending current is then

J/F = l − α = [l(ℓ + l) − ℓl − l²/2]/(ℓ + l) = l²/[2(ℓ + l)] ≡ g(l). (28)

Step n gains l_n − g(l_n) from its lower terrace and g(l_(n−1)) from its upper one. The width equation is no longer linear. For small deviations, g changes by g′(L)δ_n, and the result has the form (22) with p replaced by 1 − g′(L). The factor 2p − 1 becomes 1 − 2g′. Differentiating (28) gives

g′(l) = [2l(ℓ + l) − l²]/[2(ℓ + l)²] = (l² + 2ℓl)/[2(ℓ + l)²]. (29)

Hence

1 − 2g′(L) = [(ℓ + L)² − L² − 2ℓL]/(ℓ + L)² = [ℓ/(ℓ + L)]². (30)

In this model, small perturbations decay for any positive barrier, at the rate (1 − cos φ)[ℓ/(ℓ + L)]² per ML. For ℓ ≫ L the rate is reduced by the fraction 2L/ℓ, while the fraction of atoms that descend, g(L)/L, is only L/(2ℓ). The fractional reduction of the rate is thus four times the fraction of atoms that descend, and twice what (23) would give for a fixed share of the same size.

With E = 0.13 eV and b = 0.250 nm, equation (25) gives ℓ = 470 nm at 200 K. About 0.7 % of the atoms descend, and the decay rate is 0.972 of its value for perfect blocking. At 300 K, with the other parameters held fixed, ℓ is only 38 nm. Then 7.6 % descend and the factor is [38.0/(38.0 + 6.76)]² = 0.72. A random walk on discrete rows gives 0.9725 and 0.7255, against 0.9720 and 0.7207 from (30). With equal attempt rates, the one-sided law is a good approximation for this example at 200 K and a rough one at 300 K. This conclusion depends on that assumption, which need not hold on a real Ag(111) surface. If the attempt rate over the edge were 10 or 100 times that on the terrace, s would be larger by the same factor, ℓ at 200 K would be 47 or 4.5 nm, and (30) would give 0.76 or 0.16.

Some atoms that land close to the edge may go down at impact, before they have settled on the terrace. If this happens within a fixed distance w of the edge, and the barrier otherwise blocks perfectly, step n receives l_n − w from below and w from above. The sum is again l_n, provided that all terraces are wider than w. One row amounts to 0.250/6.76 = 3.7 % of the deposit, which is more than the thermal leakage at 200 K, yet it drops out of the width equation. What matters for stability is how the descending current changes with terrace width, not its size alone.

The steps have been straight so far. Let x_n now depend on the coordinate y along the step, with periodic repetition over a length L_y, and again let no atom pass over a descending edge. All the atoms landing on terrace n are built into step n, so the area swept by this step per monolayer equals the area of the terrace. Dividing by L_y and denoting averages along y by a bar gives

d⟨x̄_n⟩/dθ = x̄_(n+1) − x̄_n = l̄_n, (31)

where the brackets on the left only mark the quantity being differentiated. The mean widths therefore obey (8) even when the steps are strongly curved, as long as they do not touch and no islands form. As a check, the diffusion problem was solved numerically for two edges of amplitude 0.15L, wavenumber 1/L and phase difference 2 rad. The local step speeds differed by more than 0.05FL, but their mean equalled FL to within one part in 10⁵.

The shape of the steps is another matter. Give step n a small displacement ζ_n = ε exp(iqy + iφn) from its straight position, so that ζ_(n+1) = exp(iφ)ζ_n. Write the coverage as c_0 + c_1, where c_0 = (F/D)(Lz − z²/2) belongs to straight steps and c_1 is of first order in ε. The deposition term is already balanced by c_0, so c_1 obeys Laplace's equation. The coverage must vanish on the displaced step, at z = ζ_n. Expanding about z = 0, where dc_0/dz = FL/D, gives

c_1(0) = −(FL/D)ζ_n. (32)

At the descending edge the normal derivative must vanish. The tilt of the edge multiplies ∂c_1/∂y and so enters only at second order. Expanding dc_0/dz about z = L, where it is zero and has the slope −F/D, gives

∂c_1/∂z at L = (F/D) exp(iφ)ζ_n. (33)

The solution of Laplace's equation with wavenumber q is c_1 = A cosh(qz) + B sinh(qz), and (32) gives A = −(FL/D)ζ_n. Let u = qL. Condition (33) reads q(A sinh u + B cosh u) = (F/D) exp(iφ)ζ_n. Solving for qB gives

qB = (F/D)ζ_n [exp(iφ)/cosh u + u tanh u]. (34)

The change in step speed is D times the change in gradient at the displaced step. The gradient changes by qB from c_1 and by −(F/D)ζ_n from the curvature of c_0. Hence dζ_n/dθ = ωζ_n with

ω = exp(iφ)/cosh u − 1 + u tanh u. (35)

For u = 0 this is exp(iφ) − 1, the rate found for straight steps. For steps that undulate in phase, φ = 0, the expansions 1/cosh u ≈ 1 − u²/2 and u tanh u ≈ u² give ω ≈ u²/2, which is positive. One-sided feeding thus stabilizes the mean widths and at the same time makes the steps meander. This is the Bales–Zangwill instability. A part of the step that bulges out over the lower terrace meets a higher coverage there and captures more atoms.

Equation (35) leaves out the smoothing driven by the energy cost of a longer step, for instance through diffusion of atoms along its edge. It therefore overestimates the growth of short waves, for which it predicts ω ≈ u − 1. For a wavelength of 50 nm in the example, u = 2π × 6.76/50 = 0.85 and ω = 0.31 per ML. Over 10 ML an in-phase meander would grow by a factor of 22, while the slow width mode shrinks to 0.148 of its initial amplitude. The factor depends strongly on the wavelength, which this model does not select: (35) gives 2.4 for 100 nm and about 10⁴ for 25 nm. Without edge smoothing, meandering can thus exceed the other neglected effects considered here. It leaves (31) intact until steps touch, but where it grows large the surface can no longer be described as a set of straight steps.

Deposition is also random. Let terrace n contain M_n sites over the length L_y. An atom that lands on it joins step n and covers one site at the upper end of the terrace. Terrace n loses a site and terrace n − 1, whose level has been extended, gains one. In each monolayer of deposit every site is hit once on average, so M_n falls at the mean rate M_n and rises at the mean rate M_(n+1), which is (8) again. The counts evolve as though every site moved independently from terrace n to terrace n − 1 at unit rate. This explains the Poisson weights in (15): P_m is the probability of m such moves.

After a long time each site is equally likely to be on any of the N terraces. The number on one terrace is then binomially distributed, with mean M = LL_y/Ω, where Ω is the area per site, and variance M(1 − 1/N). Since the mean width of a terrace is M_nΩ/L_y, its variance is

σ_noise² = (Ω/L_y)² (LL_y/Ω)(1 − 1/N) = (LΩ/L_y)(1 − 1/N). (36)

A simulation with 8 terraces, 200 sites and 4000 repetitions, stopped after 14 ML, gave 1.011 times the predicted variance. For steps 100 nm long and Ω = 0.0724 nm², a long train has σ_noise = √(6.76 × 0.0724/100) = 0.070 nm. For ten steps the factor √0.9 lowers this to 0.066 nm. The systematic deviation of 0.212 nm after 10 ML stands above this floor, but the 0.031 nm after 20 ML does not. The latter describes the average over many repetitions of the growth, and a single train would show mainly noise.

Several other neglected effects can be estimated once D is known. Thermal release of atoms from the steps and thermal step fluctuations are not among them. With a rough diffusion barrier of 0.10 eV, six hop directions of one nearest-neighbour distance and an attempt rate of 10¹² per second for each, D = 3.8 × 10⁻⁶ cm²/s at 200 K. Hops between fcc and hcp sites, in three directions and √3 times shorter, would make D six times smaller at the same attempt rate. The quantity FL²/D, the coverage and the island count below would then be six times larger. The error of the quasi-static approximation is measured by FL²/D = 2.4 × 10⁻⁹. Averaging (5) over the terrace gives the mean adatom coverage (FL²/D)(1/2 − 1/6) = FL²/(3D), or 8 × 10⁻¹⁰ ML. Storage of adatoms is negligible. So is desorption: for a rough desorption barrier of 2.0 eV and the same attempt rate, the fraction lost is of order 10⁻⁴⁶.

Islands begin when two adatoms meet. If every pair is stable, the number of encounters per area and time is κD⟨c²⟩/Ω², where κ is a capture number of order one, taken here as 3. From (5), ⟨c²⟩ = (FL²/D)²(1/3 − 1/4 + 1/20) = (2/15)(FL²/D)². Multiplying by the area L² and the time 1/F per monolayer gives

n_island = (2κ/15)(FL²/D)(L²/Ω)². (37)

The example gives 3.8 × 10⁻⁴ islands per area L² and monolayer. Ten terraces 100 nm long have an area of 67.6 × 100 nm², or about 148L², and would form about 0.06 islands per ML at equal widths. Over 10 ML that is about 0.6 island per train. The value κ = 3 is only assumed. For two atoms that walk on a terrace 27 rows wide and bind on neighbouring sites, the lattice problem gives κ ≈ 1.5, which halves the count. This is therefore an order-of-magnitude estimate. It also counts every pair as stable. At the largest coverage on the terrace, FL²/(2D), the estimate κFL²/(2Ω) with κ = 3 has a third atom reach a given pair 19 times per second. This is too high, because that coverage is found at the descending edge, where a pair captures from one side only. The lattice problem gives about 7 per second at the edge and at most about 10 per second on any row. If pairs break up, or diffuse to the step, faster than this, most of them start no island, and nucleation is rarer than estimated.

The barriers used here are rough values for Ag(111), and the miscut and the flux are chosen for illustration. The model also assumes straight steps with one barrier along their whole length, which a real surface need not have. Kinks may offer easier ways down, which would shorten ℓ. If ℓ fell from 470 to 38 nm with everything else fixed, the slow mode would need 5.24/0.72 = 7.3 ML instead of 5.24/0.972 = 5.4 ML to fall by a factor e. Meandering may change the picture more than this, but its size depends on edge diffusion, which the model does not contain. The numerical output that follows lists the values used in both parts.

Table of computed values

```
Ag(111)-like inputs (rough): lattice constant 0.409 nm
miscut 2.0 deg, temperature 200 K, flux 0.020 ML/s
diffusion barrier 0.10 eV, extra edge barrier 0.13 eV
desorption barrier 2.0 eV, attempt rate 1e+12 1/s
step height 0.236 nm, row spacing 0.250 nm
site area 0.0724 nm^2, mean terrace width 6.762 nm
uniform step speed 0.1352 nm/s
number of steps 10, period of train 67.6 nm
relative amplitudes: ten-step wave 0.3, pairing 0.2 (inputs)
slow-mode decay rate 0.1910 per ML, phi^2/2 = 0.1974
slow-mode e-folding deposit 5.24 ML, time 262 s
pairing-mode decay rate 2.0000 per ML
after  0.0 ML (    0 s): rms spread 1.971 nm
  widths (nm): 10.14 7.05 8.74 4.78 6.47 3.38 6.47 4.78 8.74 7.05
  amplitude/initial: slow 1.0000, pairing 1.00e+00
after  1.0 ML (   50 s): rms spread 1.199 nm
  widths (nm): 8.34 7.16 6.49 5.26 5.27 5.18 6.36 7.03 8.26 8.25
  amplitude/initial: slow 0.8261, pairing 1.35e-01
after  5.0 ML (  250 s): rms spread 0.552 nm
  widths (nm): 6.00 6.05 6.38 6.85 7.29 7.53 7.47 7.15 6.68 6.24
  amplitude/initial: slow 0.3848, pairing 4.54e-05
after 10.0 ML (  500 s): rms spread 0.212 nm
  widths (nm): 7.04 7.06 6.96 6.79 6.61 6.49 6.47 6.56 6.73 6.92
  amplitude/initial: slow 0.1481, pairing below 1e-6
after 20.0 ML ( 1000 s): rms spread 0.031 nm
  widths (nm): 6.79 6.81 6.80 6.78 6.76 6.73 6.72 6.72 6.74 6.77
  amplitude/initial: slow 0.0219, pairing below 1e-6
slow pattern speed / step speed 0.0645
infinite random train, 10 ML: rms/initial 0.300
infinite random train, 100 ML: rms/initial 0.168
Neglected effects for these numbers:
200 K: edge length 472.5 nm, descending fraction 0.0071
  decay-rate factor 0.9720 (lattice walk 0.9725)
300 K: edge length 38.0 nm, descending fraction 0.0755
  decay-rate factor 0.7207 (lattice walk 0.7255)
one-row funnelling fraction 0.0370 (cancels in the rate)
diffusion coefficient 3.79e-06 cm^2/s
flux*width^2/D (quasi-static error scale) 2.4e-09
mean adatom coverage 8.0e-10 ML
islands per width^2 per ML 3.8e-04 (capture number 3)
desorbing fraction 2e-46
noise floor 0.070 nm for steps 100 nm long
Monte Carlo width variance / predicted 1.011
in-phase meander, wavelength 50 nm: u = 0.850
  growth rate 0.310 per ML, gain in 10 ML 22.2 (no edge smoothing)
```
